# Inverting a Tridiagonal Matrix: The Lattice Green Function in One Dimension: a program that tests the result

```python
"""
Result under test: for an invertible tridiagonal matrix A with nonzero
off-diagonal elements,
    inverse(A)[i, j] = u[min(i, j)] * v[max(i, j)] * d[j] / W.
u solves A u = 0 in all rows but the last, starting from u[first] = 1.
v solves A v = 0 in all rows but the first, starting from v[last] = 1.
d are weights that make diag(d) A symmetric (all 1 if A is symmetric).
W = d[i] * A[i, i+1] * (u[i] v[i+1] - u[i+1] v[i]) is the discrete
Wronskian, the same on every bond.
With A = E - H on a grid this is the one-dimensional Green function.
Numbers are in eV and angstrom.
"""
import random
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp


def homogeneous_solutions(diag, upper, lower):
    """Return u, v, the weights d and the Wronskian on every bond."""
    n = len(diag)
    one = diag[0] * 0 + 1
    u, v, d = [one] * n, [one] * n, [one] * n
    u[1] = -diag[0] * u[0] / upper[0]
    for i in range(1, n - 1):
        u[i + 1] = -(lower[i - 1] * u[i - 1] + diag[i] * u[i]) / upper[i]
    v[n - 2] = -diag[n - 1] * v[n - 1] / lower[n - 2]
    for i in range(n - 2, 0, -1):
        v[i - 1] = -(diag[i] * v[i] + upper[i] * v[i + 1]) / lower[i - 1]
    for i in range(n - 1):
        d[i + 1] = d[i] * upper[i] / lower[i]
    bonds = [d[i] * upper[i] * (u[i] * v[i + 1] - u[i + 1] * v[i])
             for i in range(n - 1)]
    return u, v, d, bonds


def product_inverse(diag, upper, lower):
    u, v, d, bonds = homogeneous_solutions(diag, upper, lower)
    n = len(diag)
    return [[u[min(i, j)] * v[max(i, j)] * d[j] / bonds[0]
             for j in range(n)] for i in range(n)]


def dense(diag, upper, lower):
    return np.diag(diag) + np.diag(upper, 1) + np.diag(lower, -1)


def ratio_recursion(diag, off):
    """Left and right ratios, diagonal and first off-diagonal of inverse."""
    n = len(diag)
    left, right = np.array(diag, float), np.array(diag, float)
    for i in range(1, n):
        left[i] = diag[i] - off[i - 1]**2 / left[i - 1]
    for i in range(n - 2, -1, -1):
        right[i] = diag[i] - off[i]**2 / right[i + 1]
    g_diag = 1 / (left + right - np.array(diag))
    g_next = -np.array(off) / right[1:] * g_diag[:-1]
    return left, right, g_diag, g_next


# Exact rational arithmetic: general matrices, zeros of u, singular cases
random.seed(4)
nonzero = [-3, -2, -1, 1, 2, 3]
cases = []
for trial in range(12):
    size = 5 + trial % 2
    a = [sp.Integer(random.randint(-4, 4)) for _ in range(size)]
    if trial % 3 == 0:
        a[0] = sp.Integer(0)          # makes the second element of u vanish
    b = [sp.Integer(random.choice(nonzero)) for _ in range(size - 1)]
    c = [sp.Integer(random.choice(nonzero)) for _ in range(size - 1)]
    cases.append((a, b, c))
cases.append(([sp.Integer(0)] * 3, [sp.Integer(1)] * 2, [sp.Integer(1)] * 2))
n_regular = n_singular = 0
for a, b, c in cases:
    size = len(a)
    matrix = sp.zeros(size, size)
    for i in range(size):
        matrix[i, i] = a[i]
        if i < size - 1:
            matrix[i, i + 1], matrix[i + 1, i] = b[i], c[i]
    u, v, d, bonds = homogeneous_solutions(a, b, c)
    assert all(w == bonds[0] for w in bonds)
    determinant = matrix.det()
    assert determinant == (-1)**(size + 1) * bonds[0] * sp.prod(b) / d[-1]
    if determinant == 0:
        n_singular += 1
        assert bonds[0] == 0
    else:
        n_regular += 1
        assert sp.Matrix(product_inverse(a, b, c)) == matrix.inv()
assert n_regular >= 5 and n_singular >= 1

# Complex symmetric matrix, as for a complex energy
rng = np.random.default_rng(7)
a = rng.normal(size=8) + 0.3j
b = rng.uniform(0.5, 1.5, size=7) + 0j
assert np.allclose(product_inverse(a, b, b), np.linalg.inv(dense(a, b, b)),
                   rtol=1e-8, atol=1e-9)

# Nonsymmetric example: the inverse is not symmetric
skew = ([2.0, 3.0, 2.0], [1.0, 1.0], [2.0, 2.0])
skew_inverse = np.linalg.inv(dense(*skew))
skew_weights = homogeneous_solutions(*skew)[2]
assert np.allclose(product_inverse(*skew), skew_inverse)
assert abs(skew_inverse[0, 2] - skew_inverse[2, 0]) > 0.1

# A cut bond gives a zero corner while both end diagonals are nonzero
cut = np.linalg.inv(dense([2.0, 3.0, 3.0, 2.0], [1.0, 0, 1.0], [1.0, 0, 1.0]))
assert abs(cut[0, 3]) < 1e-14 and min(abs(cut[0, 0]), abs(cut[3, 3])) > 0.1

# Electron in a box with a linear potential
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # eV angstrom^2
length, slope, energy = 6.0, 0.5, 4.0
x_low, x_high = 2.0, 4.0


def grid_problem(h, field):
    """Grid points, diagonal and off-diagonal of E - H."""
    n = round(length / h) - 1
    x = h * np.arange(1, n + 1)
    hop = kinetic / h**2
    return x, energy - field * x - 2 * hop, np.full(n - 1, hop)


x, a, b = grid_problem(1.0, slope)
u, v, d, bonds = homogeneous_solutions(a, b, b)
wronskian = bonds[0]
assert np.ptp(bonds) < 1e-11 * abs(wronskian)
green = np.array(product_inverse(a, b, b))
direct = np.linalg.inv(dense(a, b, b))
assert np.allclose(green, direct, rtol=1e-10, atol=1e-12)
assert np.isclose(direct[0, -1], 1 / wronskian, rtol=1e-10)
left, right, g_diag, g_next = ratio_recursion(a, b)
assert np.allclose(g_diag, np.diag(direct), rtol=1e-10)
assert np.allclose(g_next, np.diag(direct, 1), rtol=1e-10)

# The Wronskian vanishes at every eigenvalue of H
levels = np.linalg.eigvalsh(energy * np.eye(len(x)) - dense(a, b, b))
for level in levels:
    ue, ve, _, we = homogeneous_solutions(a - energy + level, b, b)
    scale = b[0] * np.max(np.abs(ue)) * np.max(np.abs(ve))
    assert abs(we[0]) < 1e-10 * scale

# Flat potential: closed form with sines
xf, af, bf = grid_problem(0.5, 0.0)
nf = len(xf)
theta = np.arccos(1 - energy / (2 * bf[0]))
site = np.arange(1, nf + 1)
low = np.minimum.outer(site, site)
high = np.maximum.outer(site, site)
closed = -np.sin(low * theta) * np.sin((nf + 1 - high) * theta) / (
    bf[0] * np.sin(theta) * np.sin((nf + 1) * theta))
assert np.allclose(closed, np.linalg.inv(dense(af, bf, bf)), atol=1e-10)


# Continuum Green function from two solutions of the differential equation
def schroedinger(position, y):
    return [y[1], (slope * position - energy) / kinetic * y[0]]


options = dict(method="DOP853", rtol=1e-11, atol=1e-13)
from_left = solve_ivp(schroedinger, (0, length), [0, 1],
                      t_eval=[x_low, length], **options).y[0]
from_right = solve_ivp(schroedinger, (length, 0), [0, -1],
                       t_eval=[x_high, 0], **options).y[0]
continuum_wronskian = -kinetic * from_left[1]        # taken at the right wall
assert np.isclose(continuum_wronskian, -kinetic * from_right[1], rtol=1e-8)
continuum = from_left[0] * from_right[0] / continuum_wronskian

# Independent continuum value: matrix inverse in a basis of sine functions
n_sine = 600
m = np.arange(1, n_sine + 1, dtype=float)
mm, kk = np.meshgrid(m, m, indexing="ij")
odd = (mm + kk) % 2 == 1
position = np.diag(np.full(n_sine, length / 2))
position[odd] = (-8 * length * mm[odd] * kk[odd]
                 / (np.pi**2 * (mm[odd]**2 - kk[odd]**2)**2))
h_sine = np.diag(kinetic * (m * np.pi / length)**2) + slope * position
phi_low = np.sqrt(2 / length) * np.sin(m * np.pi * x_low / length)
phi_high = np.sqrt(2 / length) * np.sin(m * np.pi * x_high / length)
sine_value = phi_low @ np.linalg.solve(energy * np.eye(n_sine) - h_sine,
                                       phi_high)
# the truncated sine sum leaves an error of order 1 / n_sine**2
assert abs(sine_value - continuum) < 1e-5

# Grid refinement
spacings = [1.0, 0.5, 0.25, 0.125, 0.0625]
grid_values = []
for h in spacings:
    xg, ag, bg = grid_problem(h, slope)
    inverse = np.array(product_inverse(ag, bg, bg))
    assert np.allclose(inverse, np.linalg.inv(dense(ag, bg, bg)),
                       rtol=1e-7, atol=1e-9)
    grid_values.append(inverse[round(x_low / h) - 1,
                               round(x_high / h) - 1] / h)
errors = np.array(grid_values) - continuum
error_ratio = errors[-2] / errors[-1]
assert abs(error_ratio - 4) < 0.1

# Long chain: u overflows, the ratios do not
n_long = 1000
a_long = rng.uniform(4, 6, size=n_long)
b_long = np.ones(n_long - 1)
u_long = homogeneous_solutions(a_long.tolist(), b_long.tolist(),
                               b_long.tolist())[0]
assert not np.isfinite(u_long[-1])
long_left, long_right, long_diag, long_next = ratio_recursion(a_long, b_long)
long_inverse = np.linalg.inv(dense(a_long, b_long, b_long))
long_error = max(np.max(np.abs(long_diag - np.diag(long_inverse))),
                 np.max(np.abs(long_next - np.diag(long_inverse, 1))))
assert long_error < 1e-12

hartree = const.value("Hartree energy in eV")
bohr = const.value("Bohr radius") * 1e10
print(f"hbar^2/(2m) = {kinetic:.5f} eV angstrom^2")
print(f"box length = {length:.1f} angstrom")
print(f"potential slope = {slope:.2f} eV/angstrom")
print(f"energy E = {energy:.2f} eV")
print(f"off-diagonal b at 1 angstrom spacing = {b[0]:.5f} eV")
print("five sites: x (angstrom), V (eV), a (eV), u, v (no unit)")
for i in range(len(x)):
    print(f"  {x[i]:.1f} {slope * x[i]:.2f} {a[i]:.5f} {u[i]:.5f} {v[i]:.5f}")
print("W on bonds 1 to 4 (eV):", " ".join(f"{w:.5f}" for w in bonds))
print(f"G(2,4) from u v / W = {green[1, 3]:.6f} 1/eV")
print(f"G(2,4) from direct inversion = {direct[1, 3]:.6f} 1/eV")
print(f"corner G(1,5) by direct inversion = {direct[0, 4]:.6f} 1/eV")
print("levels of five-site H (eV):", " ".join(f"{e:.4f}" for e in levels))
print("site, l (eV), r (eV), G diagonal (1/eV)")
for i in range(len(x)):
    print(f"  {i + 1} {left[i]:.5f} {right[i]:.5f} {g_diag[i]:.6f}")
print("spacing (angstrom), G/h and its error (1/(eV angstrom))")
for h, value, error in zip(spacings, grid_values, errors):
    print(f"  {h:.4f} {value:.6f} {error:.6f}")
print(f"ratio of last two errors = {error_ratio:.3f} (no unit)")
print(f"continuum g(2,4) = {continuum:.6f} 1/(eV angstrom)")
print(f"same, sine basis = {sine_value:.6f} 1/(eV angstrom)")
print(f"same, atomic units = {continuum * hartree * bohr:.5f} 1/(hartree bohr)")
print("nonsymmetric 3x3: diagonal", skew[0], "upper", skew[1],
      "lower", skew[2])
print("  its weights d:", " ".join(f"{w:.3f}" for w in skew_weights))
print(f"  inverse (1,3) = {skew_inverse[0, 2]:.5f},"
      f" (3,1) = {skew_inverse[2, 0]:.5f} (no unit)")
print(f"long chain: {n_long} sites, largest ratio-form error"
      f" = {long_error:.1e} (no unit)")
print("no test failed")
```

Running it gives:

```
hbar^2/(2m) = 3.80998 eV angstrom^2
box length = 6.0 angstrom
potential slope = 0.50 eV/angstrom
energy E = 4.00 eV
off-diagonal b at 1 angstrom spacing = 3.80998 eV
five sites: x (angstrom), V (eV), a (eV), u, v (no unit)
  1.0 0.50 -4.11996 1.00000 -1.08573
  2.0 1.00 -4.61996 1.08136 0.23393
  3.0 1.50 -5.11996 0.31125 1.36939
  4.0 2.00 -5.61996 -0.66309 1.60630
  5.0 2.50 -6.11996 -1.28935 1.00000
W on bonds 1 to 4 (eV): 5.36443 5.36443 5.36443 5.36443
G(2,4) from u v / W = 0.323797 1/eV
G(2,4) from direct inversion = 0.323797 1/eV
corner G(1,5) by direct inversion = 0.186413 1/eV
levels of five-site H (eV): 2.4185 5.3246 9.1200 12.9153 15.8214
site, l (eV), r (eV), G diagonal (1/eV)
  1 -4.11996 -4.94085 -0.202394
  2 -1.09664 17.68321 0.047155
  3 8.11678 -0.65085 0.079454
  4 -7.40835 -3.24806 -0.198553
  5 -4.16056 -6.11996 -0.240352
spacing (angstrom), G/h and its error (1/(eV angstrom))
  1.0000 0.323797 0.029024
  0.5000 0.300929 0.006156
  0.2500 0.296255 0.001481
  0.1250 0.295140 0.000367
  0.0625 0.294865 0.000092
ratio of last two errors = 4.009 (no unit)
continuum g(2,4) = 0.294773 1/(eV angstrom)
same, sine basis = 0.294773 1/(eV angstrom)
same, atomic units = 4.24463 1/(hartree bohr)
nonsymmetric 3x3: diagonal [2.0, 3.0, 2.0] upper [1.0, 1.0] lower [2.0, 2.0]
  its weights d: 1.000 0.500 0.250
  inverse (1,3) = 0.25000, (3,1) = 1.00000 (no unit)
long chain: 1000 sites, largest ratio-form error = 1.1e-16 (no unit)
no test failed
```
